# Two-photon annihilation of P-wave positronium: selection rules and widths, part 1

(Sections cited here and not found follow in the second part.)

An electron and a positron of mass $m$ are bound with relative orbital angular momentum $L=1$ and total spin $S=1$, which gives the levels ${}^3P_0$, ${}^3P_1$, ${}^3P_2$. Parts (a) to (f) use $\hbar=c=1$, $e^2=4\pi\alpha$ and the metric $(+,-,-,-)$. Numbers are in Hartree atomic units. The relative wave function is $\psi(\mathbf r)=R(r)Y_{LM}(\hat{\mathbf r})$ with $\int R^2r^2dr=1$.

**(a) A massive state with $J=1$ is at rest. Using only rotational invariance, transversality and Bose statistics, find its amplitude to decay into two real photons.**

*Solution.* In the rest frame the photons are back to back with equal energy $k$. Take their axis as $z$. A real photon is transverse, so its polarization lies in the $xy$ plane, and the general final state is
$$|c\rangle=\sum_{a,b\in\{x,y\}}c_{ab}\,a_a^\dagger(k\hat{\mathbf z})\,a_b^\dagger(-k\hat{\mathbf z})|0\rangle .$$
A rotation $\mathcal R$ acts as on a vector field: $U a_a^\dagger(\mathbf k)U^\dagger=\sum_b \mathcal R_{ba}\,a_b^\dagger(\mathcal R\mathbf k)$.

A rotation by $\phi$ about $z$ keeps both momenta and sends $c\to \mathcal Rc\mathcal R^T$. The matrices $\delta_{ab}$ and $\epsilon_{ab}$ (antisymmetric, $\epsilon_{xy}=1$) are unchanged, because $\mathcal R\mathcal R^T=1$ and $\det\mathcal R=1$; they have $J_z=0$. The two symmetric traceless matrices combine into $w_aw_b$ with $w=(1,\pm i)$. Each $w$ takes the phase $e^{\mp i\phi}$, so these states take $e^{\mp2i\phi}$ and have $J_z=\pm2$. In terms of helicities $J_z=\lambda_1-\lambda_2$.

Quantize the decaying state along the same axis. The transition operator $\hat T$ commutes with rotations, so $J_z$ is conserved. A $J=1$ state has $|M|\le1$ and cannot reach $J_z=\pm2$, and $M=\pm1$ matches no photon state. Two amplitudes remain, $\langle\delta|\hat T|1,0\rangle$ and $\langle\epsilon|\hat T|1,0\rangle$.

Now rotate by $\pi$ about $x$, $\mathcal R=\mathrm{diag}(1,-1,-1)$. Write $a_a^\dagger(\pm)$ for $a_a^\dagger(\pm k\hat{\mathbf z})$. Then $a_x^\dagger(\pm)\to a_x^\dagger(\mp)$ and $a_y^\dagger(\pm)\to-a_y^\dagger(\mp)$, and
$$a_x^\dagger(+)a_x^\dagger(-)+a_y^\dagger(+)a_y^\dagger(-)\;\to\;a_x^\dagger(-)a_x^\dagger(+)+a_y^\dagger(-)a_y^\dagger(+),$$
$$a_x^\dagger(+)a_y^\dagger(-)-a_y^\dagger(+)a_x^\dagger(-)\;\to\;-a_x^\dagger(-)a_y^\dagger(+)+a_y^\dagger(-)a_x^\dagger(+).$$
Boson creation operators commute, so each right side equals its left side: $U|\delta\rangle=|\delta\rangle$ and $U|\epsilon\rangle=|\epsilon\rangle$. The state $|1,0\rangle$ transforms as the $z$ component of a vector, so $U|1,0\rangle=-|1,0\rangle$. This holds for polar and axial vectors alike, since $\mathcal R$ is a proper rotation. For $c=\delta$ or $\epsilon$,
$$\langle c|\hat T|1,0\rangle=\langle c|U^\dagger \hat T\,U|1,0\rangle=(+1)(-1)\langle c|\hat T|1,0\rangle=0 .$$
The photon axis was arbitrary, so the amplitude vanishes in every direction. This is the Landau–Yang theorem. Parity, charge conjugation and perturbation theory were not used.

**(b) Count the independent two-photon amplitudes for $J=0,\dots,4$, say when the result of (a) fails, and decide which of ${}^1S_0$, ${}^3S_1$, ${}^1P_1$, ${}^3P_J$ can decay to two photons in QED.**

*Solution.* The state $|J,0\rangle$ transforms as $Y_{J0}\propto P_J(\cos\theta)$. The $\pi$ rotation sends $\cos\theta\to-\cos\theta$ and gives $(-1)^J$. The two $J_z=0$ amplitudes therefore survive for even $J$ and vanish for odd $J$. For $J\ge2$ the amplitudes with $J_z=\pm2$ exist. The rotation maps one onto the other, so they count as one. The count for $J=0,\dots,4$ is $2,0,3,1,3$.

The proof used three assumptions. Without mass there is no rest frame and no rotation group about it. If the quanta are distinguishable, the rotation maps $|c\rangle$ onto a different state and imposes nothing, so the count is $2,2,4,4,4$. Subtracting the Bose count leaves $0,2,1,3,1$ for exchange-antisymmetric space–spin states, which are open to bosons whose internal labels are combined antisymmetrically. If longitudinal polarization is allowed, $J_z=\pm1$ states appear, and a virtual photon is also distinguishable from a real one. The program diagonalizes $\mathbf J^2$ on tensor fields $f_{ab}(\mathbf n)$ on the sphere. It tests the Bose and distinguishable counts, and finds two $J=1$ multiplets both in the antisymmetric case and for identical vector bosons with longitudinal states.

Charge conjugation turns $b^\dagger d^\dagger$ (electron, positron) into $d^\dagger b^\dagger=-b^\dagger d^\dagger$ with the momentum and spin labels exchanged. Restoring the momenta gives $(-1)^L$. Restoring the spins gives $(-1)^{S+1}$, since the triplet is symmetric and the singlet antisymmetric. The product is $C=(-1)^{L+S}$. A photon has $C=-1$ because it couples to the current, which is odd, so two photons have $C=+1$. Hence ${}^3S_1$ and ${}^1P_1$ are forbidden by $C$ and also by (a). The level ${}^3P_1$ has $C=+1$ and is forbidden by (a) alone. The levels ${}^1S_0$, ${}^3P_0$ and ${}^3P_2$ are allowed.

**(c) Write the tree amplitude for $e^-e^+\to\gamma\gamma$ in the centre-of-mass frame and reduce it to two-component spinors through first order in $\mathbf p/m$.**

*Solution.* Let $p_1=(E,\mathbf p)$, $p_2=(E,-\mathbf p)$, $k_{1,2}=(E,\pm E\mathbf n)$, and $e_i=\varepsilon_i^*=(0,\mathbf e_i)$ with $\mathbf e_i\cdot\mathbf n=0$. For a four-vector $q$ write $\hat q=\gamma^\mu q_\mu$. With vertices $ie\gamma^\mu$ and propagator $i(\hat q+m)/(q^2-m^2)$, $i\mathcal M=(ie)^2\,i\,\bar v[\dots]u$, so
$$\mathcal M=-e^2\,\bar v(p_2)\left[\frac{N_1}{D_1}+\frac{N_2}{D_2}\right]u(p_1),\quad N_1=\hat e_2(\hat p_1-\hat k_1+m)\hat e_1,\quad N_2=\hat e_1(\hat p_1-\hat k_2+m)\hat e_2 .$$
The denominators are $D_{1,2}=(p_1-k_{1,2})^2-m^2=-2p_1\cdot k_{1,2}=-2E(E\mp\mathbf p\cdot\mathbf n)$. Since $E=m+O(p^2)$,
$$\frac1{D_{1,2}}=-\frac1{2m^2}\left(1\pm\frac{\mathbf p\cdot\mathbf n}{m}\right)+O(p^2).$$

In the Dirac representation $\gamma^0=\mathrm{diag}(1,-1)$ and $\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix}$. Write $\sigma_a=\boldsymbol\sigma\cdot\mathbf a$. The solutions of $(\hat p_1-m)u=0$ and $(\hat p_2+m)v=0$ with $\bar uu=2m=-\bar vv$ are, to first order,
$$u=\sqrt{2m}\begin{pmatrix}\xi\\ \frac{\sigma_p}{2m}\xi\end{pmatrix},\qquad v=\sqrt{2m}\begin{pmatrix}-\frac{\sigma_p}{2m}\eta\\ \eta\end{pmatrix},\qquad \bar v=v^\dagger\gamma^0=-\sqrt{2m}\left(\eta^\dagger\frac{\sigma_p}{2m},\ \eta^\dagger\right).$$
Block multiplication gives two rules, for any $2\times2$ matrices $D$ and $B$:
$$\bar v\begin{pmatrix}D&0\\0&D\end{pmatrix}u=-\eta^\dagger(\sigma_pD+D\sigma_p)\xi,\qquad \bar v\begin{pmatrix}0&B\\-B&0\end{pmatrix}u=2m\,\eta^\dagger B\xi+O(p^2).$$

The propagator momenta are purely spatial, $p_1-k_{1,2}=(0,\mathbf q_{1,2})$ with $\mathbf q_{1,2}=\mathbf p\mp m\mathbf n$ to first order. A spatial four-vector has $\hat a=-\mathbf a\cdot\boldsymbol\gamma$, so $N_1=(\mathbf e_2\cdot\boldsymbol\gamma)(m-\mathbf q_1\cdot\boldsymbol\gamma)(\mathbf e_1\cdot\boldsymbol\gamma)$. The products are $(\mathbf a\cdot\boldsymbol\gamma)(\mathbf b\cdot\boldsymbol\gamma)=-\mathrm{diag}(\sigma_a\sigma_b,\sigma_a\sigma_b)$ and $(\mathbf a\cdot\boldsymbol\gamma)(\mathbf b\cdot\boldsymbol\gamma)(\mathbf c\cdot\boldsymbol\gamma)=-\begin{pmatrix}0&B\\-B&0\end{pmatrix}$ with $B=\sigma_a\sigma_b\sigma_c$. The mass term thus has $D=-m\sigma_{e_2}\sigma_{e_1}$ and the momentum term has $B=+\sigma_{e_2}\sigma_{q_1}\sigma_{e_1}$:
$$\bar vN_1u=\eta^\dagger\left[m\{\sigma_p,\sigma_{e_2}\sigma_{e_1}\}+2m\,\sigma_{e_2}\sigma_p\sigma_{e_1}-2m^2\sigma_{e_2}\sigma_n\sigma_{e_1}\right]\xi,$$
$$\bar vN_2u=\eta^\dagger\left[m\{\sigma_p,\sigma_{e_1}\sigma_{e_2}\}+2m\,\sigma_{e_1}\sigma_p\sigma_{e_2}+2m^2\sigma_{e_1}\sigma_n\sigma_{e_2}\right]\xi .$$
Applying $\sigma_a\sigma_b=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ twice, with $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$, gives
$$\sigma_a\sigma_b\sigma_c=(\mathbf a\cdot\mathbf b)\sigma_c-(\mathbf a\cdot\mathbf c)\sigma_b+(\mathbf b\cdot\mathbf c)\sigma_a+i\,\mathbf a\cdot(\mathbf b\times\mathbf c).$$
Define $s=\mathbf e_1\cdot\mathbf e_2$ and $t=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)$. Three groups of terms are summed.

Mass terms, already of first order: $\sigma_{e_2}\sigma_{e_1}+\sigma_{e_1}\sigma_{e_2}=2s$, so the sum is $m\{\sigma_p,2s\}=4ms\,\sigma_p$.

Terms with $\sigma_p$ in the middle: the triple products are opposite and cancel, leaving $4m[(\mathbf e_2\cdot\mathbf p)\sigma_{e_1}+(\mathbf e_1\cdot\mathbf p)\sigma_{e_2}-s\,\sigma_p]$. The last piece cancels the mass terms.

Terms with $\sigma_n$: transversality gives $\sigma_{e_2}\sigma_n\sigma_{e_1}=-s\sigma_n+it$ and $\sigma_{e_1}\sigma_n\sigma_{e_2}=-s\sigma_n-it$, because $\mathbf e_2\cdot(\mathbf n\times\mathbf e_1)=t$ and $\mathbf e_1\cdot(\mathbf n\times\mathbf e_2)=-t$ by cyclic permutation. With $x=\mathbf p\cdot\mathbf n/m$ from the denominators,
$$2m^2\left[(s\sigma_n-it)(1+x)+(-s\sigma_n-it)(1-x)\right]=-4im^2t+4m\,s\,(\mathbf p\cdot\mathbf n)\,\sigma_n .$$

The sum is multiplied by $-e^2\cdot(-1/2m^2)=e^2/2m^2$:
$$\mathcal M=e^2\,\eta^\dagger\left[-2i\,\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)+\frac2m\,T_{ij}\,\sigma_ip_j\right]\xi+O(p^2/m^2),$$
$$T_{ij}=(\mathbf e_1\cdot\mathbf e_2)\,n_in_j+e_{1i}e_{2j}+e_{2i}e_{1j}.$$
The zeroth-order term has no $\boldsymbol\sigma$, and the first-order term is linear in $\boldsymbol\sigma$. Part (d) shows that these are singlet and triplet, so at this order only ${}^1S_0$ and ${}^3P$ couple, as $C$ requires. The zeroth-order term $2m^2s\sigma_n$ of the first diagram would couple ${}^3S_1$ to $(\mathbf e_1\cdot\mathbf e_2)\mathbf n$, and the crossed diagram, which Bose symmetry demands, removes it. In the program, for one random pair of polarizations, the difference between this formula and the exact amplitude falls by 4.014 when $p$ is halved from $0.02m$, as an $O(p^2)$ remainder should.

Symmetry forbids two-photon decay of ${}^3P_1$ and allows it for ${}^3P_0$ and ${}^3P_2$, and the tree amplitude for a free pair is now known through first order in $\mathbf p/m$. It remains to build the bound-state amplitude from it, find the photon helicities and the widths, and evaluate them for positronium 2P and 3P.
